# Midgap tunnelling decay in InAs: two-band against parabolic dispersion

## Problem

An electron tunnels from source to drain through an InAs channel whose gap is \(E_g=0.36\) eV. Take a rough conduction-edge mass \(m=0.023\,m_0\) and a uniform barrier of length \(L=15\) nm. The electron energy lies at the middle of the barrier's gap. Source and drain are of the same material, with their bands lowered so that this energy is 0.10 eV above their conduction edge.

The symmetric two-band model has one conduction and one valence band with equal and opposite edge curvatures. The parabolic model continues the conduction band into the gap with the same edge mass. The transverse wave vector is zero.

1. Show that the midgap decay constant \(\kappa\) of the two-band model is the parabolic one divided by \(\sqrt2\).
2. Evaluate both constants and the factors \(e^{-2\kappa L}\).
3. Find the transmissions, including the mismatch at the contacts.
4. Estimate how far the neglected effects move the result.

## Hints

**Hint 1.** Put the energy zero at midgap, write \(\Delta=E_g/2\), and start from
\[
H=\begin{pmatrix}\Delta & Pk\\ Pk & -\Delta\end{pmatrix},
\]
where \(P\) is the interband coupling. Find the bands, then fix \(P\) from the edge mass.

**Hint 2.** Inside the gap set \(k=i\kappa\). Factor the difference of two squares, and ask which factor the parabolic model freezes.

**Hint 3.** For the transmission, replace \(k\) by \(-i\,d/dx\). Both models can be written as two first-order equations whose components are continuous at the contacts.

## Full solution

### 1. The two decay constants

Write \(H=\Delta\sigma_z+Pk\sigma_x\). The Pauli matrices anticommute, so the cross terms vanish on squaring:
\[
H^2=\Delta^2+P^2k^2,\qquad E=\pm\sqrt{\Delta^2+P^2k^2}.
\]
Near the conduction edge, where \(Pk\ll\Delta\),
\[
E\simeq\Delta+\frac{P^2k^2}{2\Delta}.
\]
Setting the second term equal to \(\hbar^2k^2/2m\) gives
\[
m=\frac{\hbar^2\Delta}{P^2},\qquad P^2=\frac{\hbar^2\Delta}{m}.
\]
The lower sign gives the opposite curvature, hence an equal hole mass.

For \(|E|<\Delta\) no real \(k\) exists. With \(k=i\kappa\) the wave varies as \(e^{ikx}=e^{-\kappa x}\), and
\[
P^2\kappa^2=\Delta^2-E^2=(\Delta-E)(\Delta+E).
\]
Let \(\varepsilon=\Delta-E\) be the depth below the conduction edge. Then \(\Delta+E=2\Delta-\varepsilon=E_g-\varepsilon\). Inserting \(P^2=\hbar^2E_g/2m\) and dividing by \(E_g\),
\[
\frac{\hbar^2\kappa^2}{2m}=\varepsilon\left(1-\frac{\varepsilon}{E_g}\right).
\]
The parabolic model has instead
\[
\frac{\hbar^2\kappa_{\rm par}^2}{2m}=\varepsilon .
\]
It replaces \(\Delta+E\) by its conduction-edge value \(2\Delta\). This is accurate for \(\varepsilon\ll E_g\), but it ignores the valence band, at whose edge the two-band \(\kappa\) returns to zero. The ratio at any depth is
\[
\frac{\kappa_{\rm par}}{\kappa}=\frac{1}{\sqrt{1-\varepsilon/E_g}} .
\]
At midgap \(\varepsilon=E_g/2\), so
\[
\kappa=\frac{\sqrt{mE_g/2}}{\hbar},\qquad
\kappa_{\rm par}=\frac{\sqrt{mE_g}}{\hbar},\qquad
\frac{\kappa_{\rm par}}{\kappa}=\sqrt2 .
\]
Within these two models the midgap ratio depends on neither \(m\) nor \(E_g\). Halving the mass in the parabolic formula would reproduce the midgap value, but would make \(\kappa\) too small by \(\sqrt2\) near the conduction edge.

### 2. Numbers for the exponential

With \(\hbar^2/m_0=0.0762\) eV nm²,
\[
\kappa_{\rm par}=\sqrt{\frac{0.023\times0.36}{0.0762}}=0.330\ \text{nm}^{-1},\qquad
\kappa=\frac{0.3296}{\sqrt2}=0.233\ \text{nm}^{-1}.
\]
The transmission is a squared amplitude, so its exponent is \(2\kappa L\): 6.99 for two bands and 9.89 for the parabola. The corresponding factors are \(9.2\times10^{-4}\) and \(5.1\times10^{-5}\), a ratio of 18.

### 3. Matching at the contacts

Replacing \(k\) by \(-i\,d/dx\), the two rows of \(H\psi=E\psi\), with \(\psi=(a,b)\), are
\[
\Delta a-iPb'=Ea,\qquad -iPa'-\Delta b=Eb .
\]
Solving for the derivatives,
\[
a'=i\alpha b,\quad b'=i\beta a,\qquad
\alpha=\frac{E+\Delta}{P},\quad \beta=\frac{E-\Delta}{P}.
\]
For constant \(\alpha=2\Delta/P\) the same pair gives \(a''=-\alpha\beta a=-(2m/\hbar^2)(E-\Delta)a\), the parabolic Schrödinger equation. Both cases can therefore be solved together. For real \(\alpha,\beta\),
\[
(a^*b)'=-i\alpha|b|^2+i\beta|a|^2
\]
is imaginary, so \(\operatorname{Re}(a^*b)\), to which the current is proportional, is conserved.

In a lead, a wave moving right has \(b/a=r=\sqrt{\beta_\ell/\alpha_\ell}\), where \(\ell\) denotes lead values. A wave moving left has \(b/a=-r\). For unit incoming amplitude the transmitted wave at the right contact is \(t(1,r)\). In the barrier \(\alpha\beta=-\kappa^2\). Carrying the solution back through the length \(L\) gives, at the left contact,
\[
a_0=t\left[\cosh\kappa L-\frac{i\alpha r}{\kappa}\sinh\kappa L\right],
\]
\[
b_0=t\left[r\cosh\kappa L-\frac{i\beta}{\kappa}\sinh\kappa L\right].
\]
The incoming part of this wave is \((a_0+b_0/r)/2\), which must equal 1. Define \(g=\alpha r/\kappa\). Since \(\beta/(r\kappa)=-1/g\),
\[
1=t\left[\cosh\kappa L-\frac i2\left(g-\frac1g\right)\sinh\kappa L\right].
\]
The leads are identical, so \(T=|t|^2\). Taking the squared modulus and using \(\cosh^2=1+\sinh^2\),
\[
\frac1T=1+\frac14\left(g+\frac1g\right)^2\sinh^2\kappa L .
\]
For \(\kappa L\gg1\), \(\sinh^2\kappa L\simeq e^{2\kappa L}/4\), and
\[
T\simeq\frac{16}{(g+1/g)^2}\,e^{-2\kappa L}.
\]

The energy measured from the lead midgap is \(0.18+0.10=0.28\) eV. In the two-band barrier \(\alpha=\kappa=\Delta/P\), so
\[
g=r=\sqrt{\frac{0.28-0.18}{0.28+0.18}}=0.466 .
\]
For the parabola \(g\) is the ratio of lead wave number to decay constant, \(\sqrt{0.10/0.18}=0.745\). The prefactors are 2.35 and 3.67, giving
\[
T=2.16\times10^{-3},\qquad T_{\rm par}=1.86\times10^{-4}.
\]
Their ratio is 11.6, not 18, because the contact mismatch is stronger in the two-band case. Once \(\kappa L\gg1\), the mismatch does not alter the decay with length. Direct integration of both wave equations at lengths of 30 and 45 nm gives decay constants in the ratio 1.41421.

### 4. What the model leaves out

**Other bands.** A Kane model with conduction, light-hole and split-off bands and the free-electron term was fitted to the same conduction-edge mass, with a rough spin-orbit splitting of 0.39 eV. Its light-hole mass is \(0.030\,m_0\), so the symmetry is approximate. Its midgap \(\kappa\) is 0.244 nm⁻¹, 4.6 % above the symmetric two-band value, and the ratio to the parabola falls from 1.41 to 1.35. Over 15 nm the exponential factor drops by about 28 %. These figures belong to this model, which has no remote-band terms, and not to InAs as such. At the same edge mass, remote terms that bring the light-hole mass to \(0.026\,m_0\) reduce the shift to \(+1.4\) % (ratio 1.39), and a Kane energy of 21.5 eV with remote terms makes it \(-1\) to \(-2\) % (ratio 1.43 to 1.45). The correction is a few per cent, and its sign depends on the parameter set. Heavy holes are uncoupled at zero transverse wave vector in this model. A parabolic estimate with mass \(0.4\,m_0\) gives them \(\kappa=1.4\) nm⁻¹, a much faster decay.

**Drain bias.** Let a 0.10 V bias tilt the barrier uniformly, a field of 0.067 MV/cm, so that the energy runs from midgap at the source to 0.10 eV above midgap at the drain. Integrating the local \(2\kappa\) gives exponents of 6.61 and 8.35, with ratio 1.26. The two-band exponent changes less because \(\Delta^2-E^2\) is stationary at midgap, whereas the parabolic \(\kappa^2\) is linear in \(E\). This estimate follows only the electron at the given energy. The same bias puts the drain conduction edge 0.02 eV below the channel valence edge at the source end, but this overlap spans only 3 nm of channel. For a hole mass of \(0.4\,m_0\), the highest valence level confined there lies about 0.03 eV below that valence edge, so no level falls in the overlap. The margin is only about 0.01 eV: near 0.12 V this level would enter the overlap. Band-to-band tunnelling between channel and drain could then open for electrons with a nonzero transverse wave vector, which couples heavy holes to the conduction band. It is not counted here.

**Temperature.** At small bias, the conductance of one mode is set by \(\int T(E)(-\partial f/\partial E)\,dE\), where \(f\) is the Fermi function. With the Fermi level at barrier midgap and 300 K, this mean is \(3.4\times10^{-3}\) for two bands and \(9.6\times10^{-4}\) for the parabola. The ratio is now 3.6. Electrons above the barrier top supply 13 % and 34 % of these means. The midgap ratio therefore does not carry over directly to the room-temperature conductance.

**The real case.** A gap near 0.36 eV and an edge mass near \(0.023\,m_0\) are rough typical values for bulk InAs at room temperature. A mass of \(0.026\,m_0\) would raise the transmission ratio from 11.6 to 13.9. The abrupt, uniform barrier is also an idealization: 0.10 eV above the edge corresponds to a lead density near \(7\times10^{17}\) cm⁻³ and a Thomas–Fermi screening length near 8 nm, comparable to \(L\). Smoothing both edges as \(\tanh(x/w)\), with 15 nm between the half-height points, lowers the transmission ratio to 8.8 for \(w=2\) nm and 5.5 for \(w=4\) nm. A strongly scaled transistor also needs a thin body, so the bulk assumption fails. Among the changes to the two-band decay constant estimated here for conduction electrons, confinement in a 10 nm body is the largest; it is treated in Variation B.

## Two variations

### Variation A: a rounded barrier

*The depth below the conduction edge is \(\Delta(1-s^2)\), with \(s=2x/L\) running from \(-1\) to \(1\) between turning points 15 nm apart. What is the ratio of tunnelling exponents?*

Here \(E=\Delta s^2\). If the barrier varies slowly on the scale \(1/\kappa\), except near the turning points, the leading exponent is \(2\int\kappa\,dx\). The local constants are
\[
\kappa(s)=\frac{\Delta}{P}\sqrt{1-s^4},\qquad
\kappa_{\rm par}(s)=\frac{\sqrt2\,\Delta}{P}\sqrt{1-s^2}.
\]
With \(dx=(L/2)\,ds\) and even integrands, the exponents are \(2L\int_0^1\kappa\,ds\) and \(2L\int_0^1\kappa_{\rm par}\,ds\). Since \(\int_0^1\sqrt{1-s^2}\,ds=\pi/4\),
\[
\frac{\text{parabolic exponent}}{\text{two-band exponent}}
=\frac{\sqrt2\,\pi/4}{\int_0^1\sqrt{1-s^4}\,ds}=1.27 .
\]
The exponents are 7.77 and 6.11, so the exponential factors differ by 5.2 instead of 18. These are leading exponents only: at 15 nm the barrier is just a few decay lengths long, and direct integration, with the same profile continued well beyond the turning points, gives transmissions that differ by a factor between 6 and 7 when the profile is ended at \(E=1\) eV or higher. Ending it earlier adds reflection at the kink: the factor is 7.2 at 0.5 eV and 4.9 at 0.28 eV. The electron meets midgap at the centre alone; elsewhere it is nearer the conduction edge, where the two dispersions agree better.

### Variation B: a thin body

*Confinement adds a transverse wave vector \(k_t\). Does the factor \(\sqrt2\) survive?*

Take \(H=\Delta\sigma_z+P(k\sigma_x+k_t\sigma_y)\). The three matrices anticommute, so
\[
E^2=\Delta'^2+P^2k^2,\qquad \Delta'^2=\Delta^2+P^2k_t^2 .
\]
This is the original problem with half-gap \(\Delta'\) and edge mass \(m'=\hbar^2\Delta'/P^2\). At midgap
\[
\kappa=\frac{\Delta'}{P}=\sqrt{\frac{\Delta^2}{P^2}+k_t^2},\qquad
\kappa_{\rm par}=\frac{\sqrt{2m'\Delta'}}{\hbar}=\frac{\sqrt2\,\Delta'}{P}.
\]
In this symmetric model the factor survives, provided that the parabola uses the confined gap and the confined edge mass.

Estimate \(k_t=\pi/\text{thickness}\); this simplifies the true boundary conditions of a two-component wave. For 10 nm,
\[
\kappa=\sqrt{0.233^2+0.314^2}=0.391\ \text{nm}^{-1},
\]
with a model gap of 0.60 eV and an edge mass of \(0.039\,m_0\). The symmetric model overstates the gap of a real film, because heavy holes shift little under confinement: the Kane model of part 4, with a heavy-hole mass of \(0.4\,m_0\), gives about 0.50 eV for the same \(k_t\). At the middle of that gap, the ratio of the parabolic to the Kane decay constant is about 1.3 rather than \(\sqrt2\). If the energy is kept at midgap and \(L\) at 15 nm, the exponent rises from 7.0 to 11.7, and the exponential factor falls by about 115. This concerns the barrier alone: leads of the same thickness, lowered by only 0.28 eV, would have their confined edge 0.02 eV above the energy and would have to be lowered further to carry a wave. A 30 nm body gives 0.256 nm⁻¹, and the factor is roughly halved. These numbers depend strongly on the wall condition. If the gap outside the body is taken as very large and centred on the same midgap, matching the two-component wave at both walls gives \(\tan(k_t W)=-Pk_t/\Delta\) for thickness \(W\). For 10 nm its lowest root is \(k_t=0.235\) nm⁻¹ instead of 0.314. The exponent then rises only to 9.9, and the exponential factor falls by about 19 instead of 115. Very large conduction and valence offsets in the ratio 2:1 give 20, and 10:1 gives 32; finite offsets of 1.5 to 3.5 eV give 16 to 17. With this condition, thinning the body to 10 nm changes the exponent by about as much as the choice between the two bulk dispersions does; with \(k_t=\pi/W\) it changes it more.

## Calculated quantities

```
gap: 0.36 eV; midgap depth: 0.18 eV
edge mass (rough): 0.023 m0
barrier length: 15 nm
Fermi level above lead conduction edge: 0.10 eV
hbar^2/m0: 0.07620 eV nm^2
two-band coupling P: 0.7722 eV nm
edge masses by diagonalization: 0.02300, 0.02300 m0
midgap kappa, two-band: 0.2331 1/nm
midgap kappa, parabolic: 0.3296 1/nm
kappa from T(length), two-band: 0.2331 1/nm
kappa from T(length), parabolic: 0.3296 1/nm
ratio from T(length): 1.41421
square root of two: 1.41421
exponent 2 kappa L, two-band: 6.993
exponent 2 kappa L, parabolic: 9.889
exp(-2 kappa L), two-band: 9.186e-04
exp(-2 kappa L), parabolic: 5.072e-05
ratio of exponential factors: 18.11
midgap transmission, two-band: 2.155e-03
midgap transmission, parabolic: 1.863e-04
ratio of transmissions: 11.57
Kane split-off energy (rough): 0.39 eV
Kane light-hole edge mass: 0.0301 m0
Kane midgap kappa: 0.2439 1/nm
Kane change from two-band: 4.63 %
parabolic/Kane kappa ratio: 1.3517
heavy-hole mass (rough): 0.4 m0
heavy-hole midgap kappa: 1.375 1/nm
rounded barrier exponent, two-band: 6.112
rounded barrier exponent, parabolic: 7.767
rounded barrier exponent ratio: 1.2708
drain bias for tilt: 0.10 V
mean field of tilt: 0.0667 MV/cm
tilted barrier exponent, two-band: 6.614
tilted barrier exponent, parabolic: 8.351
tilted exponent ratio: 1.2626
30 nm body: kappa 0.2555 1/nm, gap 0.395 eV, mass 0.0252 m0
10 nm body: kappa 0.3912 1/nm, gap 0.604 eV, mass 0.0386 m0
temperature: 300 K; kT: 0.02585 eV
thermal mean transmission, two-band: 3.429e-03
share above barrier top, two-band: 12.7 %
shift on doubling energy mesh, two-band: 2.7e-07 %
thermal mean transmission, parabolic: 9.620e-04
share above barrier top, parabolic: 33.7 %
shift on doubling energy mesh, parabolic: 6.3e-09 %
```
